What an infrared plasma edge reveals about carrier density in silicon

**The argument under review**

The argument concerns a thick, heavily doped n-type wafer with parameters typical of silicon. Its infrared reflectance at normal incidence has a minimum at 5.43 µm, a photon energy of 0.2284 eV. The background permittivity, due to everything except the free carriers, is 11.7. The argument then runs as follows.

"At the minimum the permittivity equals that of air. The free-electron formula therefore gives N = ε0 m0 (εb − 1) ω²/e² = 4.05 × 10²⁰ cm⁻³. No contacts were needed, and nothing was assumed about the bands. The plasma edge is thus an absolute measurement of carrier density."

The arithmetic is right, but two steps need examination: the mass m0, and the claim that the permittivity equals one at the observed minimum. I first ask which properties of the carriers can enter the reflectance at all.

**What the light responds to**

Let fields vary as exp(−iωt), and let one rate γ = 1/τ describe the loss of carrier momentum. A field E along x displaces the whole occupied distribution in k-space by δk:

d(δk)/dt = −eE/ħ − γ δk

so that

δk = −eE / [ħ(γ − iω)].

An electron has velocity v = (1/ħ) ∂ℰ/∂k_x, where ℰ(k) is the band energy. Displacing the distribution by δk changes its mean velocity, to first order, by δk times the mean of ∂v/∂k_x over the original distribution. With N electrons per volume of charge −e, the current is

J = −eN ⟨∂²ℰ/∂k_x²⟩ δk/ħ = e²N ⟨∂²ℰ/∂k_x²⟩ E / [ħ²(γ − iω)].

This defines the optical mass m_opt, in units of the free-electron mass m0:

1/(m0 m_opt) = ⟨∂²ℰ/∂k_x²⟩/ħ².

The density therefore enters through the ratio

W = N/m_opt,

and the conductivity is σ = e²W/[m0(γ − iω)]. In Maxwell's equations the current adds iσ/(ε0ω) to the background permittivity εb. Since i/[ω(γ − iω)] = −1/(ω² + iγω),

ε(ω) = εb − Ω²/(ω² + iγω), with Ω² = e²W/(ε0 m0).

At the surface, let the incident, reflected and transmitted amplitudes be 1, r and t. Continuity of the tangential electric and magnetic fields gives 1 + r = t and 1 − r = nt, where n = √ε is the root with positive imaginary part, so that the wave decays inward. Eliminating t gives r = (1 − n)/(1 + n), and

R = |(n − 1)/(n + 1)|².

In this model R depends on εb, W and γ. Two samples that share these three have the same reflectance at every frequency, whatever their densities. Recording the full spectrum instead of one edge does not separate N from m_opt.

**Which mass belongs in the formula**

Silicon's conduction band has six equivalent valleys, ellipsoidal near their minima, with mass m_l along the valley axis and m_t across it. I take round values, m_l = 0.9 and m_t = 0.2. For a field along x, two valleys respond with m_l and four with m_t. With equal filling and parabolic bands,

1/m_opt = (1/3)(1/m_l + 2/m_t) = (1/3)(1.111 + 10) = 3.704,

so m_opt = 0.270. By cubic symmetry the result is the same for any field direction.

The density-of-states mass is a different average. It counts states, and so involves the volume of the ellipsoid: (m_l m_t²)^(1/3) = 0.330 for one valley, and 6^(2/3) times this, 1.09, for all six together. It is the right mass for relating density to Fermi energy, but not for the acceleration of the carriers by light.

**Where the minimum lies**

Without damping, R vanishes when n = 1, hence when ε = 1:

ω0² = Ω²/(εb − 1), or W = ε0 m0 (εb − 1) ω0²/e².

This is not the zero of ε, which lies lower, at ω² = Ω²/εb. Below that zero n is imaginary and the undamped reflectance is one. Without damping, the edge is the steep fall between the two frequencies; damping spreads the fall to lower frequencies.

With damping, the position of the minimum depends on γ too. Put x = ω/ω0, g = γ/ω0 and a = εb − 1. Then

ε − 1 = a[1 − 1/(x² + igx)],

so at given εb the depth of the minimum depends on g alone. For εb = 11.7, the depth was computed at 40 values of g from 0.001 to 0.6, and R at the minimum rose at each step. Over that range the depth gives g, g gives x_min, and the measured position gives ω0 = ω_min/x_min.

The weak-damping limit shows the direction of the shift. Write x = 1 + s, with s of order g², and u = x² + igx − 1 = 2s + s² + ig(1 + s). Expand 1 − 1/(1 + u) = u − u² + u³ − …:

real part: 2s + g², to order g²
imaginary part: g − 3gs − g³, to order g³.

Squaring and adding, to order g⁴,

|ε − 1|²/a² = g² + 4s² − 2sg² − g⁴.

Because n² − 1 = ε − 1, the reflectance is R = |ε − 1|²/|n + 1|⁴. For small ε − 1, n + 1 ≈ 2[1 + (ε − 1)/4], so the part of |n + 1|⁴ that depends on s is 16(1 + 2as) to order g². Other terms of that order do not contain s, and odd powers of g are absent, because reversing the sign of g only conjugates ε. Hence

16R/a² = g² + 4s² − 2sg² − 2asg² + (terms in g⁴ without s).

Setting the derivative with respect to s to zero gives 8s = 2g²(1 + a), or

x_min ≈ 1 + εb g²/4.

Damping moves the minimum upward in frequency. At g = 0.004, numerical minimization gave 0.998 of this shift. The expansion requires ag ≪ 1 as well as g ≪ 1; with a = 10.7 the first is much the stricter.

**The numbers of the submitted case**

The case was constructed with N = 1.00 × 10²⁰ cm⁻³ and a mobility of 100 cm²/Vs. These inputs give W = 3.70 × 10²⁰ cm⁻³ per m0 and ħγ = 0.0429 eV. The reflectance at the minimum is 0.094.

The undamped formula applied to the observed minimum uses ω = 0.2284 eV/ħ = 3.470 × 10¹⁴ s⁻¹:

ε0 m0 × 10.7 × ω²/e² = 4.05 × 10²⁶ m⁻³ = 4.05 × 10²⁰ cm⁻³.

This is an estimate of W, not of N, and it is 9.3% above the true W. The depth 0.094 corresponds to g = 0.196 and x_min = 1.046. Correcting for the shift,

W = 4.05 × 10²⁰/1.046² = 3.70 × 10²⁰ cm⁻³ per m0.

The same inversion, applied to a minimum found by integrating the wave equation inside the absorbing medium, also returned 3.70 × 10²⁰. The weak-damping formula would not have served here: ag = 2.10, and it predicts x_min = 1.113, more than twice the actual shift.

The density then follows from the mass that is supplied, N = m_opt W:

- optical mass 0.270: 1.00 × 10²⁰ cm⁻³
- one-valley density-of-states mass 0.330: 1.22 × 10²⁰ cm⁻³
- free mass 1: 3.70 × 10²⁰ cm⁻³
- six-valley density-of-states mass 1.09: 4.04 × 10²⁰ cm⁻³

The reflectance cannot choose among these lines. The submitted value is about four times the true density, mostly because of the mass and to a smaller extent because of damping.

**Two counterexamples**

First, different densities can give the same spectrum. Consider holes in two isotropic parabolic bands with masses 0.5 and 0.15, a common band edge and a common Fermi level. Each Fermi radius is proportional to √m_i, so each density is proportional to m_i^(3/2). Averaging the inverse masses with these weights gives

1/m_opt = Σ m_i^(1/2) / Σ m_i^(3/2) = 1.094/0.4117,

or m_opt = 0.376. A hole density of 0.376 × 3.70 × 10²⁰ = 1.39 × 10²⁰ cm⁻³ has the same W as the electrons. With γ and εb held equal, the two model spectra coincide. When the hole populations were counted on a k-space lattice instead, the largest difference in R between 0.4ω0 and 2.5ω0 was 0.0001. At equal densities it was 0.38. The hole model omits band warping, the split-off band and absorption between valence bands, so real p-type silicon would not be so perfect a twin.

Second, equal densities can give different edges. Suppose that strain moves all electrons into the two valleys whose axes lie along the surface normal. At normal incidence the field lies in the surface and meets the mass m_t = 0.2. With N, γ and εb fixed and the bands taken as parabolic, the minimum moves from 5.43 to 4.71 µm. This is an idealized limit. Two valleys must hold what six held, which raises the parabolic zero-temperature Fermi energy from 0.072 eV by a factor 3^(2/3), to 0.15 eV, and the valley splitting would have to exceed that, at 300 K by a few times the thermal energy.

**What would supply the density**

The dc conductivity does not help, since σ(0) = e²W/(m0γ) contains the same ratio. A Hall measurement does, but with a factor of its own. Let B point along z and let m_x, m_y here include m0. Steady motion in one valley obeys

γ m_x v_x = −e(E_x + v_y B)
γ m_y v_y = −e(E_y − v_x B).

Inserting the zero-field velocities into the terms with B gives, to first order,

v_x = −eE_x/(γm_x) + e²B E_y/(γ² m_x m_y)
v_y = −eE_y/(γm_y) − e²B E_x/(γ² m_x m_y).

Let Q = ⟨1/m_x⟩ = ⟨1/m_y⟩ and P = ⟨1/(m_x m_y)⟩ be averages over the valleys. No current flows along y, so E_y = −(eB/γ)(P/Q)E_x. To this order J_x = (Ne²/γ)Q E_x. Therefore

E_y/(J_x B) = −r_H/(Ne), with r_H = P/Q².

Valleys along z contribute 1/m_t² to P, and the others 1/(m_l m_t). With K = m_l/m_t,

r_H = 3K(K + 2)/(2K + 1)².

For K = 4.5 this is 3 × 4.5 × 6.5/100 = 0.878. Setting r_H = 1 would give an apparent density of 1.14 × 10²⁰ cm⁻³ and, combined with W, a mass of 0.308 instead of 0.270. The formula assumes a weak field, parabolic valleys and the same τ for all carriers that conduct. The last assumption matters here. If τ depends on energy, r_H is multiplied by ⟨τ²⟩/⟨τ⟩², which at this density and 300 K is 1.18 for τ ∝ ℰ and 1.41 for τ ∝ ℰ^(3/2). The total is then 1.03 or 1.24, so the valley correction can be cancelled or reversed in a real sample.

One part of the submitted argument can be kept. If m_opt is already known for the given host, carrier type, strain, temperature and density range, the edge can be converted to a density. The band information has then been supplied from outside.

**When the mass itself depends on density**

Heavy doping fills states where the bands are no longer parabolic. Take ℰ(1 + αℰ) = Σ ħ²k_i²/(2m0m_i), and define q_i = k_i/√m_i, so that ℰ depends only on q = |q|. At zero temperature the filled region is a sphere of radius q_F. By symmetry the mean of ∂²ℰ/∂q_x² is one third of the mean Laplacian, which the divergence theorem turns into a surface term:

(1/3) × 4πq_F² ℰ′(q_F) / (4πq_F³/3) = ℰ′(q_F)/q_F.

Differentiating the dispersion gives (1 + 2αℰ)ℰ′ = ħ²q/m0. Every inverse mass is thus divided by 1 + 2αℰ_F, and m_opt is multiplied by it. W is then no longer proportional to N, and the conversion must use m_opt(N) self-consistently.

With a rough α = 0.5 eV⁻¹ and the parabolic Fermi energy of 0.072 eV, the increase is about 7%. The thermal energy at 300 K, 0.026 eV, is not small beside 0.072 eV, and a calculation with the Fermi distribution and the nonparabolic band gives 10%. A parabolic mass would then underestimate the density by roughly a tenth.

**The model beside real silicon**

The masses and permittivity are rounded values close to those of silicon. The mobility and the resulting resistivity, 6.2 × 10⁻⁴ Ω cm, are of the right order for n-type material near 10²⁰ cm⁻³, though the mobility is on the high side. Empirical fits give roughly 60 to 75 cm²/Vs there, for which g is 0.27 to 0.32 and the undamped reading would be 14 to 17% high instead of 9%. Real samples depart from the model in several ways. If the true background were 5% lower, the same minimum would give a W lower by 6%: the factor εb − 1 accounts for 5.5%, and the change in x_min, recomputed from the same depth with the new background, for the rest. If γ equalled its dc value at ω0 and varied as ω^(−3/2) around that frequency, a rough stand-in for scattering by ionized dopants, the constant-γ inversion would overestimate W by about 2% from the change in loss rate alone. Causality also ties a frequency-dependent γ to a shift of the effective mass, which is left out of that figure and is the larger effect. Its size depends on γ at all frequencies, through the Kramers–Kronig relation. A rate that is flat up to ω0 and falls as ω^(−3/2) above it gives an overestimate of 15%, and one that rises from its dc value to a peak at 0.7ω0 before falling gives 20%. Doping that varies with depth is a separate matter. At the minimum the light intensity falls by a factor e over 0.78 µm, so an implanted or diffused layer less than several times this thick needs a layered calculation, and the error of treating it as thick is not estimated here. The remaining values are listed in the numerical output.

Values computed for the example and the checks

```
Input electron density: 1.000e+20 cm^-3
Background permittivity: 11.70
Valley masses m_l, m_t: 0.90, 0.20 m0
Mobility: 100.0 cm2/Vs
Temperature: 300 K
Optical mass: 0.2700 m0
Input N/m_opt: 3.7037e+20 cm^-3 per m0
Damping energy hbar*gamma: 0.0429 eV
Undamped minimum energy: 0.2185 eV
Undamped minimum wavelength: 5.675 um
Damping ratio g: 0.1963
Expansion parameter (eb-1)g: 2.100
Actual minimum x: 1.0456
Weak-damping estimate of x: 1.1127
Actual minimum energy: 0.2284 eV
Actual minimum wavelength: 5.428 um
Reflectance at minimum: 0.0944
Recovered N/m_opt: 3.7037e+20 cm^-3 per m0
Recovered damping energy: 0.0429 eV
Undamped-reading N/m_opt: 4.0489e+20 cm^-3 per m0
Undamped-reading error: 9.32 %
Density using optical mass 0.2700 m0: 1.0000e+20 cm^-3
Density using one-valley DOS mass 0.3302 m0: 1.2229e+20 cm^-3
Density using six-valley DOS mass 1.0903 m0: 4.0380e+20 cm^-3
Density using free mass 1.0000 m0: 3.7037e+20 cm^-3
Model hole masses: 0.50, 0.15 m0
Hole optical mass: 0.3761 m0
Hole density with same edge: 1.3931e+20 cm^-3
Largest R difference, twin densities: 0.00012
Largest R difference, equal densities: 0.3800
Weak-damping shift, numerical/formula: 0.99842
Hall factor: 0.8775
Uncorrected Hall density: 1.1396e+20 cm^-3
Mass from uncorrected Hall: 0.3077 m0
DC resistivity: 6.242e-04 ohm cm
Parabolic zero-temperature Fermi energy: 0.0721 eV
Thermal energy: 0.0259 eV
Nonparabolicity alpha: 0.50 1/eV
Nonparabolic mass increase: 9.94 %
N/m_opt change for 5% lower background: -6.07 %
N/m_opt bias, damping as w^-1.5: 2.18 %
Minimum after full valley transfer: 4.708 um
Intensity penetration depth at minimum: 777.9 nm
```
